# Equilibrium protons in an acceptor-doped perovskite oxide under water vapour, part 1

(Sections cited here and not found follow in the second part.)

## First half: the concentration from site counting and charge balance

### A case simple enough to see through

A perovskite oxide $\mathrm{ABO_3}$ has three oxygen sites in each formula unit. Replace a few of the $\mathrm{B^{4+}}$ ions by a trivalent metal. Each replacement leaves the lattice one positive charge short, and a dry crystal can make up the shortage by leaving some oxygen sites empty. An empty site lacks an $\mathrm{O^{2-}}$ ion, so relative to the perfect crystal it carries charge $+2$, and one vacancy compensates two dopants.

Steam offers another way to balance the charge. A water molecule enters the crystal, its oxygen fills a vacancy, and its two protons attach to two oxide ions, one of which is the ion just brought in. The result is two hydroxide ions on oxygen sites. Each has charge $-1$ where the perfect crystal has $-2$, so each counts as $+1$. One vacancy of charge $+2$ has been exchanged for two protons of charge $+1$.

Let $S$ be the number of dopants, $c$ the number of protons and $v$ the number of vacancies, all per formula unit. Charge balance gives $c+2v=S$, hence $v=(S-c)/2$. If $S$ is very small, nearly all three oxygen sites hold ordinary oxide ions. The law of mass action, derived below as Lemma 1, then reads

$$
c^2=\kappa\, v\cdot 3=\frac{3\kappa}{2}(S-c),
$$

where $\kappa$ is a dimensionless number that grows with the steam pressure. Multiplying by 2 and collecting terms gives $2c^2+3\kappa c-3\kappa S=0$, whose positive root is

$$
c=\frac{-3\kappa+\sqrt{9\kappa^2+24\kappa S}}{4}.
$$

Both extremes can be read off the equation before the root. When $\kappa$ is small, few protons are present, $S-c\approx S$, and $c\approx\sqrt{3\kappa S/2}$. When $\kappa$ is large, the finite left side forces $S-c$ towards zero, and $c\approx S$. Protons first enter as the square root of the pressure and then stop when the vacancies run out.

What this case leaves out is the change in the number of ordinary oxide ions. That number is reduced both by vacancies and by hydroxide ions, and at practical dopant levels the reduction is a correction of a few per cent. Including it requires an oxygen-site balance, and the problem can still be solved in closed form.

### Symbols and assumptions

In the usual defect notation, a superscript dot means one positive charge relative to the perfect crystal, a prime one negative charge, and a cross no relative charge. The hydration reaction is

$$
\mathrm{H_2O(gas)}+\mathrm{V_O^{\bullet\bullet}}+\mathrm{O_O^{\times}}
\;\rightleftharpoons\;2\,\mathrm{OH_O^{\bullet}} .
$$

It balances in three respects. There are two hydrogen atoms and two oxygen atoms on each side. There are two oxygen sites on each side, one empty and one filled on the left, both filled on the right. The relative charge is $+2$ on each side.

The amounts per formula unit are $c$ for $\mathrm{OH_O^{\bullet}}$, $v$ for $\mathrm{V_O^{\bullet\bullet}}$ and $x$ for $\mathrm{O_O^{\times}}$. The words "proton concentration" refer to $c$. The steam pressure divided by the standard pressure of 1 bar is $p$, a pure number.

The assumptions are these.

**A1.** The crystal is in equilibrium with steam that behaves as an ideal gas.

**A2.** The dopants are immobile and fully ionized. Their net negative charge is $S$ per formula unit, with $0<S<6$. The upper bound says that the three oxygen sites can supply enough vacancies to compensate the dopants in the dry crystal, since $v=S/2$ must be less than 3. Practical materials have $S$ far below 3.

**A3.** Every oxygen site holds one of the three species: an oxide ion, a hydroxide ion or nothing. All oxygen sites are equivalent, and the energy of a defect does not depend on where the others are.

**A4.** Electrons, holes and other charged defects are too few to matter in the charge balance.

### Lemma 1: the law of mass action

**Lemma 1.** Under A1 to A4, a large crystal in equilibrium satisfies

$$
c^2=\kappa\,v\,x,\qquad \kappa=K(T)\,p,\qquad
K=\exp\!\left(\frac{\Delta S^\circ}{R}-\frac{\Delta H^\circ}{RT}\right).
$$

Here $\Delta H^\circ$ and $\Delta S^\circ$ are the enthalpy and entropy of the hydration reaction per mole of water, with steam at 1 bar. The entropy of distributing the defects over the oxygen sites is not part of $\Delta S^\circ$, because it is counted separately in the proof.

**Proof.** Take a crystal of $M$ formula units, with $N=3M$ oxygen sites and dopant charge $SM$, chosen to be an even integer. Before it takes up water it has $SM/2$ vacancies. After it has absorbed $w$ molecules, the reaction gives

$$
n_{\rm OH}=2w,\qquad n_{\rm V}=\frac{SM}{2}-w,\qquad
n_{\rm O}=N-n_{\rm OH}-n_{\rm V}=N-\frac{SM}{2}-w .
$$

The number of ways to place these species on the sites is $N!/(n_{\rm OH}!\,n_{\rm V}!\,n_{\rm O}!)$.

Next comes the energetic factor. Let $g$ be the free energy needed to turn one vacancy and one oxide ion, at given sites, into two hydroxide ions. It includes lattice vibrations and the several directions in which an O–H bond can point. By A3 it is the same for every absorbed molecule. The steam gives up one molecule of chemical potential $\mu^\circ+k_{\rm B}T\ln p$, where $k_{\rm B}$ is Boltzmann's constant. The free energy of crystal and steam together therefore changes by $g-\mu^\circ-k_{\rm B}T\ln p$ per molecule, apart from the placement entropy. The Boltzmann factor for $w$ molecules is

$$
\exp\!\left[-\frac{w(g-\mu^\circ-k_{\rm B}T\ln p)}{k_{\rm B}T}\right]
=\left[p\,e^{-(g-\mu^\circ)/k_{\rm B}T}\right]^w=\kappa^w .
$$

This identifies $K=e^{-(g-\mu^\circ)/k_{\rm B}T}$. Per mole, $g-\mu^\circ$ is $\Delta H^\circ-T\Delta S^\circ$, which gives the stated form of $K$.

The probability of finding $w$ absorbed molecules is proportional to

$$
W(w)=\frac{N!}{n_{\rm OH}!\,n_{\rm V}!\,n_{\rm O}!}\,\kappa^w .
$$

Adding one more molecule raises $n_{\rm OH}$ by two and lowers $n_{\rm V}$ and $n_{\rm O}$ by one each. In the ratio of successive weights the factorials cancel down to

$$
\frac{W(w+1)}{W(w)}=\kappa\,\frac{n_{\rm V}\,n_{\rm O}}{(n_{\rm OH}+1)(n_{\rm OH}+2)} .
$$

As $w$ rises, the numerator falls and the denominator rises, so the ratio decreases steadily. The weight thus grows while the ratio exceeds one and shrinks afterwards, and it has a single peak where the ratio passes through one. In a large crystal the 1 and 2 in the denominator are negligible beside $n_{\rm OH}$, and the peak obeys $n_{\rm OH}^2=\kappa n_{\rm V}n_{\rm O}$. Dividing by $M^2$ gives $c^2=\kappa vx$.

It remains to show that the peak is sharp, so that the most probable value is also the mean. The logarithm of the ratio is the slope of $\ln W$. Its derivative with respect to $w$, with $dn_{\rm OH}/dw=2$ and $dn_{\rm V}/dw=dn_{\rm O}/dw=-1$, is

$$
\frac{d}{dw}\left(\ln\kappa+\ln n_{\rm V}+\ln n_{\rm O}-2\ln n_{\rm OH}\right)
=-\left(\frac{1}{n_{\rm V}}+\frac{1}{n_{\rm O}}+\frac{4}{n_{\rm OH}}\right).
$$

Near the peak, $W$ is a Gaussian whose variance is the inverse of the bracket. At fixed concentrations every $n$ is proportional to $M$, so the variance is proportional to $M$ and the width to $\sqrt M$. Since $w$ itself is proportional to $M$, the relative width falls as $1/\sqrt M$ and vanishes for a large crystal. $\square$

**Remark on the units of $K$.** The ratio $c^2/(vx)$ has two amounts above and two below. It has the same value whether the amounts are counted per formula unit, per oxygen site or per cubic centimetre. No factor of three has to be carried from one convention to another.

**Remark on signs.** Water gives up its freedom as a gas when it enters the crystal, so $\Delta S^\circ$ is normally negative. For a value near $-100$ J/(mol K), as in the worked case below, $K$ stays below $10^{-5}$ unless $\Delta H^\circ$ is negative. Appreciable hydration at ordinary steam pressures then requires that heat be released. With $\Delta H^\circ<0$ the term $-\Delta H^\circ/RT$ is positive and grows on cooling. A cold crystal holds more water than a hot one at the same steam pressure.

### Lemma 2: two balances leave one unknown

**Lemma 2.** Under A2 to A4,

$$
v=\frac{S-c}{2},\qquad x=\frac{6-S-c}{2},
$$

and $c$ must lie between zero and the smaller of $S$ and $6-S$.

**Proof.** The positive charge $c+2v$ must equal the negative charge $S$. Solving for $v$ gives the first equation. The three species fill three sites per formula unit, so $c+v+x=3$. Inserting $v$,

$$
x=3-c-\frac{S-c}{2}=\frac{6-2c-S+c}{2}=\frac{6-S-c}{2}.
$$

Neither $v$ nor $x$ can be negative, which gives $c\le S$ and $c\le 6-S$. $\square$

The two expressions fall at the same rate as $c$ rises. Each absorbed water molecule adds two protons, removes one vacancy and removes one ordinary oxide ion. The oxygen atom brought by the water does not restore the count of ordinary oxide ions, because both it and its partner become hydroxide.

### The theorem

**Theorem.** Under A1 to A4 the equilibrium proton concentration per formula unit is

$$
\boxed{\,c=\frac{\kappa S(6-S)}{3\kappa+\sqrt{\kappa^2(3-S)^2+4\kappa S(6-S)}}\,},\qquad \kappa=K(T)\,p .
$$

In the dry limit, $\kappa\to0$ at fixed $S$,

$$
\frac{c}{\sqrt\kappa}\to\frac12\sqrt{S(6-S)},\qquad v\to\frac S2 .
$$

In the saturated limit, $\kappa\to\infty$ at fixed $S<3$,

$$
c\to S,\qquad v\to0 .
$$

**Proof of the formula.** Insert Lemma 2 into Lemma 1 and multiply by 4:

$$
4c^2=\kappa(S-c)(6-S-c).
$$

On the physical interval of Lemma 2 the left side rises from zero. On the right, both brackets are positive inside the interval and fall as $c$ rises, so the right side falls from $\kappa S(6-S)>0$ to zero at the upper end. The two sides are therefore equal at one point and no other. There is one physical solution.

To find it, expand the product:

$$
(S-c)(6-S-c)=S(6-S)-Sc-(6-S)c+c^2=S(6-S)-6c+c^2 .
$$

Write $a=S(6-S)$. The equation becomes $4c^2=\kappa a-6\kappa c+\kappa c^2$. Divide by $c^2$, which is not zero, and use $u=1/c$ as the unknown:

$$
\kappa a\,u^2-6\kappa\,u-(4-\kappa)=0 .
$$

Working with $u$ keeps the leading coefficient $\kappa a$ positive for every $\kappa$, whereas the quadratic in $c$ has the leading coefficient $4-\kappa$, which vanishes at $\kappa=4$. The quadratic formula gives

$$
u=\frac{6\kappa\pm\sqrt{36\kappa^2+4\kappa a(4-\kappa)}}{2\kappa a}
=\frac{3\kappa\pm\sqrt D}{\kappa a},\qquad
D=9\kappa^2+\kappa(4-\kappa)a .
$$

Collecting powers of $\kappa$, and using $9-a=9-6S+S^2=(3-S)^2$,

$$
D=\kappa^2(9-a)+4\kappa a=\kappa^2(3-S)^2+4\kappa a .
$$

The upper sign gives $c=1/u=\kappa a/(3\kappa+\sqrt D)$, which is the boxed expression. It is positive. Because $4\kappa a>0$, we have $\sqrt D>\kappa|3-S|$, and therefore

$$
c<\frac{S(6-S)}{3+|3-S|} .
$$

For $S\le3$ the denominator is $6-S$ and the bound equals $S$. For $S\ge3$ the denominator is $S$ and the bound equals $6-S$. In both cases the bound is the upper end of the physical interval. The upper sign thus gives a point inside the interval, and since only one solution lies there, it is the physical one.

**Proof of the limits.** Divide the numerator and denominator of the boxed formula by $\sqrt\kappa$, and then divide both sides by $\sqrt\kappa$:

$$
\frac{c}{\sqrt\kappa}=\frac{a}{3\sqrt\kappa+\sqrt{\kappa(3-S)^2+4a}}
\;\longrightarrow\;\frac{a}{2\sqrt a}=\frac{\sqrt a}{2}\qquad(\kappa\to0).
$$

Since $c\to0$, Lemma 2 gives $v\to S/2$. For the other limit, divide the numerator and denominator by $\kappa$:

$$
c=\frac{a}{3+\sqrt{(3-S)^2+4a/\kappa}}\;\longrightarrow\;
\frac{S(6-S)}{3+(3-S)}=S\qquad(\kappa\to\infty,\;S<3),
$$

and then $v=(S-c)/2\to0$. $\square$

**Remark on $\kappa=4$.** Here $D=16(9-a)+16a=144$, and the formula gives $c=4a/(12+12)=S(6-S)/6$. Setting $\kappa=4$ in $4c^2=\kappa(a-6c+c^2)$ cancels the squares and leaves $6c=a$, the same result. Nothing physical happens at this value.

**Remark on the condition $S<3$.** Hydration consumes vacancies and ordinary oxide ions in equal numbers. The dry crystal has $S/2$ of the first and $3-S/2$ of the second. Vacancies run out first if $S/2<3-S/2$, which means $S<3$. For a hypothetical $S>3$ the oxide ions would run out first and $c$ would approach $6-S$. The familiar rule of one proton per dopant at saturation therefore rests on $S$ being below 3, a condition that practical dopant levels satisfy by a wide margin.

## Second half: corrections, temperature and a worked case

### Symbols and results carried over

Per formula unit of $\mathrm{ABO_3}$, $c$ is the amount of protons, $v$ of oxygen vacancies, $x$ of ordinary oxide ions and $S$ of net dopant charge. The hydration constant is $K=\exp(\Delta S^\circ/R-\Delta H^\circ/RT)$, $p$ is the steam pressure divided by 1 bar, and $\kappa=Kp$. Charge and site balance give $v=(S-c)/2$ and $x=(6-S-c)/2$. With mass action, $c^2=\kappa vx$, they lead to

$$
4c^2=\kappa(S-c)(6-S-c),\qquad
c=\frac{\kappa a}{3\kappa+\sqrt{\kappa^2(3-S)^2+4\kappa a}},\qquad a=S(6-S).
$$

The defects are taken as independent, and holes and electrons as negligible. From here on $S<3$.

### How dry is dry, and how wet is saturated

**Proposition 1.** For small $\kappa$,

$$
c=\frac12\sqrt{\kappa S(6-S)}-\frac34\kappa+O(\kappa^{3/2}).
$$

The leading term suffices when $\kappa\ll 4S(6-S)/9$.

Mass action with the charge and site balances has given a closed formula for the equilibrium proton concentration, together with its dry and saturated limits. Still to come are the proof of Proposition 1, the approach to saturation, the response to pressure and temperature, a worked case for yttrium-doped barium zirconate, and the effects the model leaves out.
